# Certified reduction of a plasma reaction network with elements conserved

## What fails without a joint error bound

Take a plasma chemistry of 46 reactions and compute, for each reaction, the first-order effect of its deletion on three radical densities. Delete together all reactions whose effect is below 5 %. In the example treated here, ten reactions remain and the largest radical error is 61.7 %. Small first-order effects do not guarantee a small error once the reactions are actually deleted.

A second shortcut deletes a minor species by crossing it out of the reactions that survive. Doing this to one intermediate in the same network removes 23.4 % of the fed atoms of one element from the gas.

The scheme below avoids both faults. It deletes complete reactions, uses sensitivities to choose the order of trials, and accepts a trial only after bounding the error of the complete reduced network.

## Model and element balance

The reactor is well mixed and isothermal, with fixed volume. Species $i$ has density $n_i$ in cm$^{-3}$, feed $F_i$ per volume and time, and the common pumping frequency $\nu$. The electron density $n_e$ and the electron-impact coefficients are prescribed. Reaction $j$ has rate $r_j$ and stoichiometric column $S_j$. A switch $\theta_j$ is 1 for a kept reaction and 0 for a deleted one:

$$\frac{dn}{dt}=f(n,\theta)=F-\nu n+\sum_j\theta_jS_jr_j(n).$$

Rates are at most quadratic in the neutral densities. An electron-impact rate $kn_en_a$ is linear in them because $n_e$ is given. Wall recombination such as $Y\to\tfrac12Y_2$ is also linear, and its column contains $-1$ and $+\tfrac12$.

Let $E_{qi}$ be the number of atoms of element $q$ in species $i$. Each balanced reaction satisfies $ES_j=0$; for the wall reaction above, $-1+\tfrac12\cdot2=0$. Multiplying the balance by $E$ gives

$$\frac{d(En)}{dt}=EF-\nu En+\sum_j\theta_j(ES_j)r_j=EF-\nu En .$$

The switches have dropped out, so every choice of $\theta$ has the steady inventory $En=EF/\nu$. If species had different pumping frequencies $\nu_i$, the steady statement would be $\sum_iE_{qi}\nu_in_i=(EF)_q$: the outflow of atoms would be fixed, but not their inventory. If a film grows on the wall, its atoms need their own entries in $n$ and $E$, with zero pumping frequency, and the total inventory is not steady while the film grows.

Now cross out species $s$ by setting row $s$ of $S$ to zero while keeping the reactions that produce it. Let $P_s=\sum_jS_{sj}r_j$ be its discarded net production. Since the full columns are balanced, the remaining rows sum to $-E_sP_s$, where $E_s$ is the composition column of $s$. At steady state

$$0=EF-\nu En-E_sP_s,\qquad \frac{EF}{\nu}-En=\frac{E_sP_s}{\nu}.$$

The right side is the missing inventory. Crossing out a species therefore loses no atoms only if its discarded net production is zero, as it is when the kept reactions cannot form the species from the feed. Merging its formation and consumption into balanced overall reactions can also remove a species without losing atoms, but this changes the reactions and is not done here.

## Sensitivities for the order of trials

Let $J=\partial f/\partial n$ at the full steady state, and assume that it is invertible. Differentiating $f(n(\theta),\theta)=0$ with respect to $\theta_j$ gives

$$J\frac{\partial n}{\partial\theta_j}+S_jr_j=0 .$$

For target $t$, with unit vector $e_t$, solve $J^T\Lambda_t=e_t/n_t$. Then

$$\frac1{n_t}\frac{\partial n_t}{\partial\theta_j}
=\Lambda_t^TJ\frac{\partial n}{\partial\theta_j}
=-\Lambda_t^TS_jr_j .$$

Deletion changes $\theta_j$ by $-1$, so its first-order relative effect is

$$s_{tj}=+\Lambda_t^TS_jr_j .$$

One linear solve per target serves all reactions. The index of a reaction is the largest $|s_{tj}|$ over targets and training conditions.

The index is not an error bound. Consider a density $n=P/\ell$ with fixed production $P$ and loss frequency $\ell$, and delete a channel that carries the fraction $\varphi$ of the loss. The first-order effect is $\varphi$, but the new density is $P/[\ell(1-\varphi)]$, so the relative change is

$$\frac1{1-\varphi}-1=\frac{\varphi}{1-\varphi}.$$

Parallel channels cause a different failure. Suppose an intermediate is produced at rate $P$, pumped at $\nu$, and converted back to useful species by two channels of frequencies $a$ and $b$. Its density is $P/(\nu+a+b)$, and the returned flux is

$$P\,\frac{a+b}{\nu+a+b}.$$

If $a$ and $b$ both greatly exceed $\nu$, this flux is close to $P$ and stays close to $P$ when either channel is deleted. When both are deleted it is zero.

## A bound from the reduced solution

Let $m$ be the steady state of the reduced network and $n$ a steady state of the full one, with $\delta=n-m$. From here on $J$ is the full Jacobian evaluated at $m$, and $G=J^{-1}$. Insert $m$ into the full equations:

$$\rho=f_{\rm full}(m)=\sum_{j\ {\rm deleted}}S_jr_j(m).$$

The second form holds because the kept terms balance at $m$. For a bimolecular rate,

$$k(m_a+\delta_a)(m_b+\delta_b)=km_am_b+k(m_b\delta_a+m_a\delta_b)+k\delta_a\delta_b .$$

The first term belongs to $\rho$, the second to $J\delta$. Collect the last terms in a vector $r_2(\delta)$, with zeros for linear reactions. There are no higher terms, so $f_{\rm full}(n)=0$ becomes

$$0=\rho+J\delta+Sr_2(\delta),\qquad
\delta=-G\rho-GSr_2(\delta).$$

This equation is exact for the stated model. Absolute values and inequalities are now taken entry by entry. Suppose a vector $u\ge0$ satisfies

$$|G\rho|+|GS|\,r_2(u)\le u .$$

If $|\delta|\le u$, then $|r_2(\delta)|\le r_2(u)$, and the right side of the equation for $\delta$ is again bounded by $u$. It is a continuous map of a closed box into itself, so Brouwer's theorem supplies a fixed point. A full steady state therefore lies within $u$ of $m$.

For uniqueness, let $\delta$ and $\delta'$ be two solutions in the box and $\Delta=\delta-\delta'$. From

$$\delta_a\delta_b-\delta'_a\delta'_b=\Delta_a\delta_b+\delta'_a\Delta_b$$

the magnitude of each bilinear difference is at most $u_b|\Delta_a|+u_a|\Delta_b|$. Hence

$$|\Delta|\le L|\Delta|,\qquad L=|GS|\,r_2'(u),$$

where $r_2'$ is the derivative matrix of $r_2$. Since $L$ is nonnegative, repetition gives $|\Delta|\le L^p|\Delta|$ for every positive integer $p$. If the spectral radius of $L$ is below one, $L^p\to0$ and $\Delta=0$.

For a target with $m_t>u_t$, the full density is at least $m_t-u_t$. The error relative to the full density obeys

$$\frac{|m_t-n_t|}{n_t}\le\beta_t=\frac{u_t}{m_t-u_t}.$$

The equation for $\delta$ also places $n$ in the narrower interval $m-G\rho\pm|GS|r_2(u)$. If its lower end is positive for every species, the certified state has positive densities. The algorithm below requires this, because the box could otherwise enclose an unphysical steady state with a negative density while the reactor goes to a different one. In the worked example the final network meets this requirement at every training condition.

Two limits show how the bound behaves. Without bimolecular reactions, $r_2=0$ and $\delta=-G\rho$: one linear solve gives the error itself. For one variable with $|G\rho|=\alpha$ and quadratic coefficient $b>0$, the smallest solution of $u=\alpha+bu^2$ is

$$u=\frac{1-\sqrt{1-4\alpha b}}{2b},\qquad 4\alpha b\le1 .$$

For small $\alpha b$ this is $u\simeq\alpha+b\alpha^2$. At $4\alpha b=1$ it has grown to $2\alpha$, and beyond that no real $u$ exists. In this scalar case the box disappears abruptly, while its half-width is still at most $2\alpha$. The relative bound $u/(m-u)$ can nevertheless grow without limit before that point, if $u$ approaches $m$.

## Algorithm

```
for each training condition c:
    solve the full network; compute s[t,j,c]
index[j] = max over t,c of |s[t,j,c]|
keep = all reactions
repeat:
    for j in keep, ascending index:
        trial = keep without j
        for each training condition c:
            m   = steady state of trial, from the feed
            rho = f_full(m);  G = inverse(J_full(m))
            find u >= |G rho| + |G S| r2(u)
            require spectral_radius(L) < 1
            require m - G rho - |G S| r2(u) > 0, all species
            require m_t > u_t, beta_t <= tolerance, all t
        if all requirements hold: keep = trial
until a complete pass deletes nothing
reachable = fed species
repeat: add products of kept reactions whose
        reactants are all reachable
until nothing is added
delete unreachable species and their reactions
```

To find $u$, start from $u=|G\rho|$ and repeatedly replace $u$ by $|G\rho|+|GS|r_2(u)$. All entries are nonnegative, so the sequence never decreases. It converges if it is bounded; if it grows past a set limit, report an infinite bound. In floating-point arithmetic, enlarge the starting term slightly and check the inequality afterwards. This guards against ordinary rounding but is not interval arithmetic.

The result is irreducible with respect to single deletions under this certificate. Another order of trials may give a smaller network, and a rejected deletion may have an acceptable true error.

## Cost and stability

With dense matrices, $N$ species and $R$ reactions, one Jacobian costs $O(N^2R)$ and one factorization $O(N^3)$. If a steady solve takes $H$ steps, a trial at one condition costs $O(H(N^2R+N^3))$, plus $O(N^2R+N^3)$ for $GS$ and the spectral radius, and $O(NR)$ per iteration for $u$. A pass multiplies this by the number of conditions and by at most $R$ trials. Sparse assembly lowers the $N^2R$ term.

In later use, the reduced network is solved alone. A certificate then needs one full Jacobian and its inverse, but no full nonlinear solution.

A robust steady solver follows the reactor from the feed by linearized implicit steps of growing length $h$:

$$\left(\frac{1}{h}I-J_\theta\right)\Delta n=f(n,\theta),$$

where $J_\theta$ is the Jacobian of the network being solved. For large $h$ this becomes Newton's method. Since $EJ_\theta=-\nu E$, multiplication by $E$ gives

$$\left(\frac1h+\nu\right)E\Delta n=EF-\nu En .$$

If the start is $n=F/\nu$, the right side vanishes and each step preserves the elements, apart from rounding. Positivity is not guaranteed by these steps and must be checked, as must the final residual.

## Worked example

The model gas has elements $X$, $Y$, $Z$ and 16 species; $Zm$ denotes an excited $Z$ atom. The coefficients are round parameters, listed in the numerical output. The feed corresponds to $4\times10^{14}$ cm$^{-3}$ of $XY_4$ and $6\times10^{14}$ cm$^{-3}$ of $Z_2$, or 31.1 mTorr at 300 K before reaction, and $\nu=10$ s$^{-1}$. The targets are $Y$, $Z$ and $XY_2$, the tolerance is 5 %, and training uses $n_e=10^{10}$, $3\times10^{10}$ and $10^{11}$ cm$^{-3}$.

Elimination keeps 14 reactions and 12 species. The species $XY$, $YZ$, $X_2Y_6$ and $Z_3$ become unreachable. At $n_e=3\times10^{10}$ cm$^{-3}$ the density of $Z$ changes from $3.9970\times10^{14}$ to $4.0103\times10^{14}$ cm$^{-3}$, a relative error of

$$\frac{4.0103-3.9970}{3.9970}=0.33\ \%,$$

within its bound of 0.37 %. Over all training conditions the largest true error is 1.20 % and the largest bound 1.34 %, both for $XY_2$ at the highest $n_e$. The reduction stops well below 5 % because no further single deletion passes the certificate.

The index alone would have chosen badly. The reaction $XYZ+Z\to XZ_2+Y$ has an index of only 0.14 % but is kept: deleting it alone from the full network changes a target density by up to 19 % over the training conditions. Conversely, $XY_3+Y\to XY_4$ has an index of 2.3 % and is deleted. In the ten-reaction network of the opening, $XY_3$, $XYZ$ and $Zm$ are still produced but no longer consumed by any reaction. A large error does not even require several deletions: removing $XY_3+Z\to XY_2Z+Y$ alone from the full network changes a target density by up to 108 % over the training conditions, although its index is only 2.9 %. The first-order effect describes a small change of a rate, not its complete removal.

The reaction $XY_2+Z\to XYZ+Y$ shows the effect of a finite deletion, here at $n_e=3\times10^{10}$ cm$^{-3}$. Its loss frequency for $XY_2$ is

$$3\times10^{-11}\times3.997\times10^{14}\simeq1.20\times10^4\ {\rm s}^{-1}.$$

The second channel with $Z$ gives $2.0\times10^3$ s$^{-1}$ and recombination with $Y$ gives $2.3\times10^2$ s$^{-1}$. Neglecting the remaining losses, $\varphi\simeq0.84$, in agreement with the first-order forecast of 84.0 %. The finite formula gives $0.84/0.16\simeq5.3$, an increase of about 530 %; the full recalculation gives 525.7 %.

For the crossed-out species $XYZ$, again at $n_e=3\times10^{10}$ cm$^{-3}$, the feed contains $4\times10^{14}$ atoms of $X$ per cm$^3$. The missing 23.4 % is $0.94\times10^{14}$ cm$^{-3}$. Because $XYZ$ has one atom of each element, the same number is missing from $Y$ and $Z$, whose larger inventories, $16$ and $12\times10^{14}$ cm$^{-3}$, turn it into 5.8 % and 7.8 %.

Three new conditions, $n_e=10^9$, $2\times10^{10}$ and $6\times10^{10}$ cm$^{-3}$, have finite bounds below 1 %. At $10^{12}$ cm$^{-3}$ the bound is infinite. The true errors there are 6.55 % for $Z$ and $-11.34$ % for $XY_2$, so the reduced network does miss its tolerance. In general an infinite bound means that nothing has been certified, not that the error is large.

The tests compare the adjoint effects with finite differences of re-solved networks, and the full steady state at $3\times10^{10}$ cm$^{-3}$ with time integration. At $n_e=3\times10^{10}$ cm$^{-3}$, deleting each reaction alone gave a finite box in 42 of 46 cases, and each finite box contained the directly computed full state.

## Failure modes in use

- **Several steady states.** The box identifies a steady state near $m$; it does not show that this state is stable or that the reactor reaches it from the feed. Where several states are possible, compare with a full time integration.
- **Nearly singular Jacobian.** Large entries of $G$ can enlarge $|G\rho|$ and $|GS|$, and the bound may then become infinite. The element totals do not contribute to this: for slow pumping $EG=-E/\nu$ is large, but $EGS=-ES/\nu=0$.
- **Unsampled conditions.** Acceptance at training points says nothing rigorous about points between them. Evaluate the certificate again at each condition that needs a guarantee.
- **Electron feedback.** If composition changes $n_e$ or the electron-impact coefficients, these dependences must enter $f$ and $J$. A pressure controller that varies $\nu$ has the same consequence. The quadratic remainder used here is then incomplete.
- **Transients and spatial transport.** The bound concerns steady densities in a mixed volume. Element conservation also holds during transients, but radical errors may then exceed the steady bound. With diffusion between cells, the Jacobian and the residual must include the coupled transport equations.
- **Reversible thermal pairs.** Give both directions one common switch. If one direction alone survives, its rate remains positive at positive reactant densities, and that pair cannot reach detailed balance.

## Computed results

```
feed densities XY4, Z2 (1e14 cm^-3): 4.0, 6.0
pump frequency 10 1/s; feed pressure at 300 K 31.1 mTorr
tolerance 5 %; species 16; reactions 46
table: kind, reaction, coefficient (e,g cm^3/s; w 1/s),
       largest first-order effect (%), K kept or - deleted
e XY4>XY3+Y          2e-10  5.6e+01 K | e XY4>XY2+2Y         5e-11  9.9e+01 K
e XY4>XY+Y2+Y        1e-12  3.3e-01 - | e XY3>XY2+Y          3e-10  6.2e-01 -
e XY2>XY+Y           3e-10  1.4e-01 - | e Y2>2Y              1e-09  1.8e+01 K
e Z2>2Z              1e-09  5.8e+01 K | e Z2>Z+Zm            5e-10  2.8e+01 K
e Z>Zm               1e-10  3.6e-01 - | e XZ2>XZ+Z           5e-10  4.6e+00 K
e XY2Z>XYZ+Y         5e-10  1.0e+01 K | e XYZ>XZ+Y           5e-10  3.2e-03 -
e X2Y6>2XY3          5e-10  8.1e-03 - | e Z3>Z2+Z            1e-09  7.5e-05 -
e YZ>Y+Z             1e-09  1.9e-05 - | g XY3+Y>XY4          1e-12  2.3e+00 -
g XY2+Y>XY3          5e-13  2.2e+00 - | g XY+Y>XY2           1e-13  1.1e-02 -
g XY3+XY3>X2Y6       1e-12  9.5e-04 - | g XY3+Y2>XY4+Y       1e-14  1.9e-03 -
g XY2+Y2>XY3+Y       1e-14  5.9e-03 - | g XY3+Z>XY2Z+Y       3e-11  2.9e+00 K
g XY2+Z>XYZ+Y        3e-11  8.4e+01 K | g XY2+Z>XZ+2Y        5e-12  1.4e+01 K
g XY+Z>XZ+Y          3e-11  1.1e-02 - | g XY+Z2>XYZ+Z        1e-13  9.0e-05 -
g XYZ+Z>XZ2+Y        1e-10  1.4e-01 K | g XYZ+Y>XY2Z         1e-12  1.4e-01 -
g XYZ+XYZ>XY2Z+XZ    1e-11  1.3e-04 - | g XYZ+XY3>XY4+XZ     1e-11  1.4e-03 -
g XYZ+XY2>XY3+XZ     1e-12  2.2e-04 - | g XZ+Y>XYZ           1e-15  4.3e-01 -
g Zm+Z2>Z+Z2         5e-11  1.1e+00 K | g Zm+XY4>Z+XY4       2e-12  3.3e-02 -
g Zm+XY2Z>Y2+XZ2     2e-11  1.1e+00 - | g Y+Z3>YZ+Z2         1e-11  5.4e-05 -
g YZ+Z>Y+Z2          3e-11  6.1e-05 - | g YZ+YZ>2Y+Z2        1e-11  2.7e-09 -
g Z+Z2>Z3            1e-17  1.2e-02 - | g Z+Z3>2Z2           1e-14  8.2e-08 -
g Zm+Z3>2Z2          1e-10  1.8e-06 - | w Y>0.5Y2            1e+01  3.3e+01 K
w Z>0.5Z2            5e+01  6.6e+01 K | w Zm>Z               5e+02  4.8e-02 -
w XY3>0.5X2Y6        5e+00  2.3e-02 - | w XYZ>0.5XZ+0.5XY2Z  5e+00  2.1e-03 -
kept reactions 14; deleted 32; passes 2
species left 12; deleted: XY YZ X2Y6 Z3
largest relative element drift, reduced run: 1.3e-15
adjoint minus finite difference, largest: 3.3e-07
single deletions with finite box: 42 of 46
worst first-order forecast: delete XY2+Z>XYZ+Y, target XY2
  forecast 84.0 %, true change 525.7 %
at n_e = 3e+10 cm^-3: full, reduced (cm^-3), summed forecast, true (%)
  Y    4.6032e+14 4.6054e+14    0.19    0.05
  Z    3.9970e+14 4.0103e+14    0.28    0.33
  XY2  2.4419e+10 2.4409e+10    0.05   -0.04
n_e (cm^-3): true errors Y Z XY2 (%); bounds (%); all positive
  1e+10 train:   0.27   0.33   0.29 ;   0.27   0.33   0.29 ; yes
  3e+10 train:   0.05   0.33  -0.04 ;   0.05   0.37   0.07 ; yes
  1e+11 train:   0.00   0.31  -1.20 ;   0.39   0.41   1.34 ; yes
  1e+09 new  :   0.97  -0.00   0.52 ;   0.97   0.00   0.52 ; yes
  2e+10 new  :   0.08   0.36   0.13 ;   0.08   0.37   0.13 ; yes
  6e+10 new  :   0.04   0.29  -0.59 ;   0.18   0.37   0.67 ; yes
  1e+12 new  :  -0.08   6.55 -11.34 ;    inf    inf    inf ; no
all effects below tolerance deleted at once: 10 reactions left
  largest target error 61.7 %
XYZ crossed out: missing X, Y, Z atoms (% of feed): 23.4 5.8 7.8
```
